# First-order cancellation of roughness scattering in films with parallel interfaces

## Form fixed by translation

Consider a film of thickness $L$ whose lower and upper faces are displaced by $\Delta_1$ and $\Delta_2$ along $z$. If both displacements are uniform and equal, the film has only been translated, and without an external field its subband energies cannot change. A uniform first-order energy shift can therefore depend only on the change of thickness:

$$\delta E_n=-F_n(\Delta_2-\Delta_1),\qquad F_n=-\frac{dE_n}{dL}.$$

$F_n$ is an energy per length. With hard walls the only energy scale is $\hbar^2/m_zL^2$, so $F_n=2E_n/L$.

This argument covers uniform displacements. Scattering needs displacements that vary along the film, and for these the cancellation must be derived.

## Model and first-order matrix element

The in-plane position is $\mathbf r$, the in-plane mass $m_t$ and the normal mass $m_z$. Both masses are taken equal in film and barrier. The flat film has

$$H_0=-\frac{\hbar^2}{2m_t}\nabla^2-\frac{\hbar^2}{2m_z}\partial_z^2+V_c(z)+U(z),$$

$$V_c=V_0[\theta(-z)+\theta(z-L)].$$

$U$ is any further potential that stays fixed when the faces move. The states are $\psi_n(z)e^{i\mathbf k\cdot\mathbf r}/\sqrt A$, with real $\psi_n$, area $A$ and energy $E_n+\varepsilon_k$, where $\varepsilon_k=\hbar^2k^2/2m_t$.

The rough faces lie at $z=\Delta_1(\mathbf r)$ and $z=L+\Delta_2(\mathbf r)$. To first order,

$$\theta(\Delta_1-z)=\theta(-z)+\Delta_1\delta(z),$$
$$\theta(z-L-\Delta_2)=\theta(z-L)-\Delta_2\delta(z-L).$$

The signs differ because raising the lower face adds barrier, while raising the upper face removes it. The perturbation is

$$\delta V=V_0[\Delta_1\delta(z)-\Delta_2\delta(z-L)].$$

Define $\Delta_i(\mathbf q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}\Delta_i(\mathbf r)$ and $\mathbf q=\mathbf k'-\mathbf k$. The matrix element from $(m,\mathbf k)$ to $(n,\mathbf k')$ is $M_{nm}(\mathbf q)/A$, with

$$M_{nm}=V_0[\psi_n(0)\psi_m(0)\Delta_1(\mathbf q)-\psi_n(L)\psi_m(L)\Delta_2(\mathbf q)].\tag{1}$$

For one subband write $F_1=V_0\psi_n(0)^2$ and $F_2=V_0\psi_n(L)^2$. With spectra $S_{ij}=\langle\Delta_i(\mathbf q)\Delta_j^*(\mathbf q)\rangle/A$, squaring (1) gives the power

$$P=\frac{\langle|M_{nn}|^2\rangle}{A}=F_1^2S_{11}+F_2^2S_{22}-2F_1F_2\,{\rm Re}\,S_{12}.\tag{2}$$

If $F_1=F_2=F$, $S_{11}=S_{22}=S$ and ${\rm Re}\,S_{12}=cS$, then

$$P=2(1-c)F^2S(q).\tag{3}$$

Uncorrelated faces have $c=0$, parallel faces $c=1$ and opposed faces $c=-1$. If measured coherence depends on $q$, use $c(q)$ in (3) before integrating over angle.

## The face force

For $U=0$ the ground state inside is $B\cos[K(z-L/2)]$, and it decays outside as $e^{-\kappa d}$ at distance $d$ from a face. Here

$$E_1=\frac{\hbar^2K^2}{2m_z},\quad V_0-E_1=\frac{\hbar^2\kappa^2}{2m_z},\quad K\tan\frac{KL}{2}=\kappa.$$

The last relation matches $\psi'$ and $\psi$. It gives $C\equiv\cos^2(KL/2)=K^2/(K^2+\kappa^2)=E_1/V_0$. Normalization requires

$$1=B^2\left[\frac L2+\frac{\sin KL}{2K}+\frac C\kappa\right].$$

Since $\sin KL=2C\tan(KL/2)=2C\kappa/K$, the last two terms add to

$$C\left(\frac{\kappa}{K^2}+\frac1\kappa\right)=C\,\frac{\kappa^2+K^2}{K^2\kappa}=\frac1\kappa.$$

Thus $B^2=2/(L+2/\kappa)$, and

$$F=V_0B^2C=\frac{2E_1}{L+2/\kappa}.\tag{4}$$

This agrees with the opening argument: $\partial V_c/\partial L=-V_0\delta(z-L)$, whose expectation value gives $dE_1/dL=-F$. As $V_0\to\infty$, $\psi(0)=\psi'(0)/\kappa$ and $V_0/\kappa^2\to\hbar^2/2m_z$. Hence $F\to(\hbar^2/2m_z)\psi'(0)^2=2E_1/L$.

## Cancellation for parallel faces

Set $\Delta_1=\Delta_2=\Delta$. Because $V_c'=V_0[-\delta(z)+\delta(z-L)]$, equation (1) becomes $M_{nm}=-\Delta(\mathbf q)\langle n|V_c'|m\rangle$. The commutator $[\partial_z,H_0]=V_c'+U'$ gives

$$\langle n|V_c'+U'|m\rangle=(E_m-E_n)D_{nm},\qquad D_{nm}=\langle n|\partial_z|m\rangle,$$

and therefore

$$M_{nm}=\Delta(\mathbf q)\left[\langle n|U'|m\rangle+(E_n-E_m)D_{nm}\right].\tag{5}$$

For $n=m$ the second term vanishes, leaving

$$M_{nn}(\mathbf q)=\Delta(\mathbf q)\langle n|U'|n\rangle.\tag{6}$$

In a field-free well this is zero at every $\mathbf q$. The reason is force balance: a stationary bound electron pushes equally on both faces. The two barriers may even have different heights, since the proof uses only the total derivative of the confinement.

Three qualifications follow from (5) and (6).

- A fixed field $\mathcal E$ with $U=e\mathcal Ez$ leaves $M_{nn}=e\mathcal E\Delta$. The electron then follows the film up and down a potential slope. This treats the state as bound and neglects leakage through the tilted barrier.
- A fixed $U$ that is symmetric about the film centre has zero mean force in a symmetric well, so the cancellation survives.
- Intersubband elements do not generally vanish. For $U=0$ they equal $\Delta(E_n-E_m)D_{nm}$.

## The same result in film coordinates

The step expansion looks doubtful when the roughness exceeds the decay length $1/\kappa$. For parallel faces this concern can be removed by using $Z=z-\Delta(\mathbf r)$. The confinement is then flat, volume is unchanged, and $\nabla$ becomes $\nabla-(\nabla\Delta)\partial_Z$. For $U=0$ the in-plane kinetic energy is

$$-\frac{\hbar^2}{2m_t}\left[\nabla^2-(2\nabla\Delta\cdot\nabla+\nabla^2\Delta)\partial_Z+|\nabla\Delta|^2\partial_Z^2\right].$$

Let the linear term act on $e^{i\mathbf k\cdot\mathbf r}$ and end at $\mathbf p=\mathbf k+\mathbf Q$. Its gradients give $2(i\mathbf Q)\cdot(i\mathbf k)-Q^2=-(p^2-k^2)$, so

$$\langle n\mathbf p|W_1|m\mathbf k\rangle=-\frac{\Delta(\mathbf Q)}A(\varepsilon_p-\varepsilon_k)D_{nm}.\tag{7}$$

This vanishes for $n=m$. For an intersubband transition, energy conservation sets $\varepsilon_p-\varepsilon_k=E_m-E_n$, which reproduces (5). The expansion now involves the slope of the film and not the ratio of $\Delta$ to $1/\kappa$.

## What remains at second order

Take subband 1, a final state with $|\mathbf k'|=|\mathbf k|$, and an intermediate state $(n,\mathbf p)$. Let $x=\varepsilon_p-\varepsilon_k$ and $D_n=D_{n1}=-D_{1n}$. Applying (7) twice gives the numerator $(xD_{1n})(-xD_{n1})=x^2D_n^2$, and the energy denominator is $-(E_n-E_1+x)$.

The quadratic term is $W_2=-(\hbar^2/2m_t)|\nabla\Delta|^2\partial_Z^2$. Completeness gives $\langle1|\partial_Z^2|1\rangle=-\sum_nD_n^2$. The two gradients contribute $-(\mathbf k'-\mathbf p)\cdot(\mathbf p-\mathbf k)$. Together,

$$T_2=\frac1{A^2}\sum_{\mathbf p}\Delta(\mathbf k'-\mathbf p)\Delta(\mathbf p-\mathbf k)G(\mathbf p),$$

$$G=\sum_{n>1}D_n^2\left[-\frac{\hbar^2}{2m_t}(\mathbf k'-\mathbf p)\cdot(\mathbf p-\mathbf k)-\frac{x^2}{E_n-E_1+x}\right].\tag{8}$$

For $k,k'\to0$ the bracket is $\varepsilon_p(E_n-E_1)/(E_n-E_1+\varepsilon_p)$. It vanishes as $p\to0$, as translation requires.

For Gaussian roughness and $\mathbf k'\ne\mathbf k$, the average of $|T_2|^2$ has two pairings: the same intermediate $\mathbf p$, or $\tilde{\mathbf p}=\mathbf k+\mathbf k'-\mathbf p$. The power that replaces $P$ is

$$P_2=\int\frac{d^2p}{(2\pi)^2}S(\mathbf k'-\mathbf p)S(\mathbf p-\mathbf k)\,G(\mathbf p)[G(\mathbf p)+G(\tilde{\mathbf p})].\tag{9}$$

It is the leading intrasubband power for a parallel, field-free film, for $\varepsilon_k<E_2-E_1$; the denominator in (8) vanishes at $p=0$ when $\varepsilon_k$ reaches that threshold. For partly correlated faces, adding (9) to (3) is not a complete fourth-order theory, because other terms of order $\Delta^4$ exist.

## Relaxation rate and mobility

The golden rule weighted by momentum loss is

$$\frac1\tau=\frac{2\pi}\hbar\sum_{\mathbf k'}\frac PA(1-\cos\theta)\delta(\varepsilon_{k'}-\varepsilon_k)
=\frac{m_t}{2\pi\hbar^3}\int_0^{2\pi}d\theta(1-\cos\theta)P.$$

Spin and valley are conserved. Let the height correlation be $\sigma^2e^{-r^2/\Lambda^2}$, where $\sigma$ is the rms height. Its transform is $S=\pi\sigma^2\Lambda^2e^{-q^2\Lambda^2/4}$. On the energy shell $q^2=2k^2(1-\cos\theta)$, so the exponent is $-\beta(1-\cos\theta)$ with $\beta=k^2\Lambda^2/2$.

The integrals of $e^{\beta\cos\theta}$ and $\cos\theta\,e^{\beta\cos\theta}$ over a full turn are $2\pi I_0(\beta)$ and $2\pi I_1(\beta)$, with $I_j$ modified Bessel functions. Hence

$$\frac1\tau=\frac{m_t}{\hbar^3}\pi\sigma^2\Lambda^2\,2(1-c)F^2e^{-\beta}[I_0(\beta)-I_1(\beta)].\tag{10}$$

For $k\Lambda\ll1$ the Bessel factor tends to one. For $k\Lambda\gg1$ it tends to $1/[2\beta\sqrt{2\pi\beta}]$, so the rate falls as $k^{-3}$: smooth roughness mostly scatters through small angles. In the hard-wall limit $F\propto L^{-3}$, giving mobility proportional to $L^6$ at fixed roughness, coherence and temperature.

A dilute two-dimensional gas has a constant density of states and mean $v_x^2=\varepsilon/m_t$. With intrasubband scattering only, its mobility is

$$\mu=\frac e{m_t}\int_0^\infty t\,\tau(tk_BT)e^{-t}dt,\qquad \mu(c)=\frac{\mu(0)}{1-c}.\tag{11}$$

## Corrugated-film calculation

A periodic corrugation isolates the matrix elements. For $\Delta=a\cos qx$ on one face, the states at $k_x=\pm q/2$ are degenerate and coupled by an element of magnitude $aF/2$. Their gap is therefore $aF$; opposed faces give $2aF$, and parallel faces in a field give $ae\mathcal E$.

The film described in the next section was diagonalized in fixed coordinates with 160 sine functions across a 5 nm box and 8 plane waves along $x$. With $q=1$ nm⁻¹ and $a=0.05$ nm:

| Faces | Computed gap (meV) | First order (meV) |
|---|---:|---:|
| one rough | 1.2151 | 1.2154 |
| opposed | 2.4343 | 2.4308 |
| parallel, 0.10 MV/cm | 0.4994 | 0.5000 |

Parallel faces without field gave zero gap. For this single cosine, half a period of translation combined with reflection in $z$ also enforces the degeneracy, so the zero alone does not show the order of the cancellation.

The profile $a(\cos qx+\tfrac12\cos2qx)$ lacks that symmetry. Its Fourier amplitudes are $a/2$ and $a/4$, and two orderings, through $p=\pm3q/2$, contribute equally. The coupling is $2(a/2)(a/4)G=a^2G/4$, and the gap $a^2G/2$. At $a=0.06$ nm the computed gap is 0.2117 meV with 8 plane waves and 0.2099 meV with 12, so it is converged only to about 0.002 meV; the formula gives 0.2104 meV. Doubling $a$ from 0.03 to 0.06 nm multiplies the gap by 4.0 (between 3.99 and 4.02, depending on the basis), as expected for a leading quadratic term.

## Example: a 3 nm silicon film

Take a (001) silicon film between oxides at 300 K, with $V_0=3.1$ eV, $m_z=0.916m_0$, $m_t=0.190m_0$, $\sigma=0.3$ nm and $\Lambda=2$ nm. The matching condition gives $E_1=39.3$ meV. The decay constant is $\kappa\approx8.58$ nm⁻¹, so (4) gives

$$F=\frac{2(39.3)}{3+0.233}=24.3\ {\rm meV/nm}.$$

The hard-wall value, 30.4 meV/nm, would raise the rate by $(30.4/24.3)^2\approx1.56$.

At $\varepsilon=k_BT=25.85$ meV, $k=0.359$ nm⁻¹ and $\beta=0.258$, so the Bessel factor is 0.685. With $m_t/\hbar^3=3.79\times10^{15}$ eV⁻²nm⁻²s⁻¹,

$$\frac1\tau=(3.79\times10^{15})(1.131)(2)(0.02431)^2(0.685)=3.47\times10^{12}\ {\rm s}^{-1}$$

for $c=0$. Numerical integration of (11) gives 4,200 cm²/Vs. At $c=0.5$ and 0.9 the first-order intrasubband values are 8,500 and 42,000 cm²/Vs. These are overestimates: 17% of the integral lies above $E_2-E_1=118$ meV, where first-order scattering into the second subband opens with power $2(1+c)F_{12}^2S$, $F_{12}=V_0|\psi_1(0)\psi_2(0)|\approx2F$. Solving the coupled subband equations lowers the three values to about 3,500, 7,000 and 35,000 cm²/Vs.

The last value should not be used as a roughness mobility. Integrating (9) numerically for parallel faces gives $7.8\times10^{11}$ s⁻¹ at $k_BT$, or 0.23 of the uncorrelated first-order rate. At this energy the first-order rate falls to that level at $c\approx0.77$. The ratio grows with energy, to 0.43 at $3k_BT$ and above 2 at $4k_BT$ near the second-subband threshold. These energies carry much of the mobility integral, so higher-order scattering already matters at $c=0.5$.

A field restores first-order scattering. If the field stays fixed when the faces move, parallel faces match the field-free uncorrelated rate when $e\mathcal E=\sqrt2F$, or $\mathcal E=0.34$ MV/cm. At 0.10 MV/cm the first-order ratio is $10^2/[2(24.3)^2]=0.085$, below the second-order contribution.

## Use for real films

The thickness, barrier and roughness are rough typical values for ultrathin silicon on insulator. The chosen density, $10^{11}$ cm⁻², is low for a transistor in its on state, where $10^{12}$ to $10^{13}$ cm⁻² is usual. A device gated from one side also breaks the field-free assumption. In the fixed-field model, parallel faces at 0.34 MV/cm scatter to first order as fast as uncorrelated faces do without a field. In the same model and field uncorrelated faces still scatter more, because by (2) their power exceeds that of parallel faces by $2F_1F_2S$.

In a real film $U$ does not stay fixed, because the polarization charge at the silicon–oxide faces moves with them. At long wavelength the energy of the displaced film follows the oxide field, which is $11.7/3.9=3$ times the film field, so $M_{nn}$ approaches $3e\mathcal E\Delta$. The enhancement weakens at shorter wavelength. The fixed-field model therefore underestimates the scattering of parallel faces, and they reach the uncorrelated field-free rate below 0.34 MV/cm. Coherence should be measured or varied as an input.

Even without a field, the estimates omit a large roughness effect, the image energy. For permittivities 11.7 and 3.9, the image ratio is $\gamma=0.5$. Averaging the image series over the hard-wall density gives 33 meV. This energy scales as $1/L$, so its thickness force is $33/3=11$ meV/nm and adds to $F$. At long wavelength the rate would rise by $(35.3/24.3)^2\approx2.1$, roughly halving the roughness mobility. Since $kL\approx1.1$ here, the image force is weaker than in this limit, so the factor 2.1 overstates the rise and should not be used as a correction.

Other effects are smaller or act differently:

- An oxide mass of $0.5m_0$ gives $-dE_1/dL=25.7$ meV/nm and raises the rate by about 12%.
- Multiplying the matrix element by $q/(q+q_s)$, with $q_s=e^2n/(2\epsilon_0\epsilon_rk_BT)$ and $n$ the sheet density, lowers the rate at $k_BT$ to 0.90 of its value for silicon permittivity and 0.74 for oxide permittivity.
- For uncorrelated faces, the quadratic thickness energy is 0.20 of the linear one at the rms thickness change $\sqrt2\sigma$.
- The band-bottom occupation is 0.024. Relative to the lowest subband, the second holds 0.011 of the population and the lowest subband of the other valleys 0.041 with equal masses in film and barrier. With an oxide mass of $0.5m_0$ the latter rises to 0.11.
- With a rough nonparabolicity of 0.5 eV⁻¹, the correction parameter $0.5(E_1+k_BT)$ is 0.033.

Phonons matter more than any of these for the total mobility. The acoustic rate $3D^2m_tk_BT/(2L\hbar^3\rho v^2)$, with rough inputs $D=12$ eV, $\rho=2330$ kg/m³ and $v=9000$ m/s, gives 1,500 cm²/Vs by itself. Adding inverse mobilities with the uncorrelated roughness value gives about 1,100 cm²/Vs, still without intervalley phonons. At room temperature, making the faces parallel can therefore improve the total mobility much less than it improves the roughness component.
